# Kelvin and Mott Thermopower as Two Limits of One Response: test program

```python
# Result under test: the thermopower S(q,w) = chi_nK / (q_c T chi_nn) has two limits.
#   slow (w -> 0 first): S = (1/q_c) (d entropy / d number)_T      (Kelvin formula)
#   fast (q -> 0 first): S = <D (E-mu)> / (q_c T <D>)              (Mott / Boltzmann)
# Averages <..> run over energy E with weight g(E) (-df/dE).
# g: density of states, D = v^2 tau / d: diffusivity of an energy shell,
# d: dimension, tau ~ E^r: relaxation time, q_c: carrier charge, K = H - mu N.
# "Reduced" thermopower means S in units of k_B/q_c; x = E/kT, eta = mu/kT, t = E_F/kT.
# In reduced kinetics the mass and kT are 1, so v = sqrt(2 x).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def energy_grid(eta):
    """Quadrature in x = u^2, which removes the band-edge root singularity."""
    umax = np.sqrt(max(eta, 0.0) + 40.0)
    u = umax * (NODES + 1) / 2
    return u * u, umax * WEIGHTS * u


def window(y):
    return expit(y) * expit(-y)


def close(a, b, tol):
    assert abs(a - b) < tol, (a, b, tol)


# ---------- interacting electrons: covariance ratio against entropy derivative ----------
def fermion_operators(count):
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for j in range(count):
        op = np.eye(1)
        for i in range(count):
            op = np.kron(op, sign if i < j else lower if i == j else one)
        result.append(op)
    return result


ops = fermion_operators(6)
dens = [c.T @ c for c in ops]
number_op = sum(dens)
hubbard = sum(4.0 * dens[i] @ dens[i + 3] for i in range(3))
for spin in (0, 3):
    for i in range(3):
        hop = ops[i + spin].T @ ops[(i + 1) % 3 + spin]
        hubbard = hubbard - hop - hop.T


def cluster(mu, temp):
    K = hubbard - mu * number_op
    levels, vecs = np.linalg.eigh(K)
    p = np.exp(-(levels - levels[0]) / temp)
    p /= p.sum()
    rho = (vecs * p) @ vecs.T
    n, k = np.trace(rho @ number_op), np.trace(rho @ K)
    cov_nn = np.trace(rho @ number_op @ number_op) - n * n
    cov_nk = np.trace(rho @ number_op @ K) - n * k
    return n, -np.sum(p * np.log(p)), cov_nk / (temp * cov_nn)


mu0, temp0, h = 1.0, 0.7, 1e-4
n0, _, cluster_cov = cluster(mu0, temp0)
up, down = cluster(mu0 + h, temp0), cluster(mu0 - h, temp0)
cluster_entropy = (up[1] - down[1]) / (up[0] - down[0])
mu_at = lambda T: brentq(lambda m: cluster(m, T)[0] - n0, -3, 5, xtol=1e-13)
cluster_mu = -(mu_at(temp0 + h) - mu_at(temp0 - h)) / (2 * h)
close(cluster_cov, cluster_entropy, 1e-5)
close(cluster_cov, cluster_mu, 1e-5)

# ---------- quantum response of a clean chain, both orders of limits ----------
kk = 2 * np.pi * (np.arange(4000) + 0.123) / 4000
band = lambda k: -2 * np.cos(k)
muc, Tc = -0.7, 0.3


def chain_ratio(q, omega):
    e1, e2 = band(kk), band(kk + q)
    bubble = (expit((muc - e1) / Tc) - expit((muc - e2) / Tc)) / (e2 - e1 - omega)
    return np.sum(bubble * ((e1 + e2) / 2 - muc)) / (Tc * np.sum(bubble))


filling = lambda m, T: np.mean(expit((m - band(kk)) / T))
dn_dT = (filling(muc, Tc + h) - filling(muc, Tc - h)) / (2 * h)
dn_dmu = (filling(muc + h, Tc) - filling(muc - h, Tc)) / (2 * h)
chain_slow, chain_fast = chain_ratio(0.01, 0.0), chain_ratio(0.01, 1.0)
close(chain_slow, dn_dT / dn_dmu, 1e-3)
wv = (2 * np.sin(kk))**2 * window((band(kk) - muc) / Tc)
close(chain_fast, np.sum(wv * (band(kk) - muc)) / (Tc * np.sum(wv)), 2e-3)
assert abs(chain_fast - chain_slow) > 0.05


# ---------- Boltzmann equation resolved in direction ----------
def directions(d):
    if d == 1:
        return np.array([-1., 1.]), np.array([0.5, 0.5])
    if d == 2:
        return np.cos(2 * np.pi * (np.arange(32) + 0.5) / 32), np.full(32, 1 / 32)
    c, w = np.polynomial.legendre.leggauss(32)
    return c, w / 2


def shell_response(d, q, omega, v, tau):
    """Direction average of df/(U f0') from the linear kinetic equation times tau."""
    c, w = directions(d)
    drift = 1j * q * (v * tau)[:, None] * c
    matrix = np.zeros((v.size, c.size, c.size), complex) - w
    idx = np.arange(c.size)
    matrix[:, idx, idx] += 1 - 1j * omega * tau[:, None] + drift
    return np.linalg.solve(matrix, drift[:, :, None])[:, :, 0] @ w


def shell_formula(d, q, omega, v, tau):
    a, b = 1 - 1j * omega * tau, q * v * tau
    A = (a / (a * a + b * b) if d == 1 else 1 / np.sqrt(a * a + b * b) if d == 2
         else np.arctan(b / a) / b)
    return (1 - A + 1j * omega * tau * A) / (1 - A)


for d in (1, 2, 3):
    v, tau = np.array([0.8, 1.7]), np.array([0.9, 0.5])
    gap = shell_response(d, 0.9, 0.6, v, tau) - shell_formula(d, 0.9, 0.6, v, tau)
    assert np.max(abs(gap)) < 1e-10
    # steady flux under a force or a bath-held gradient, without any q or w
    c, w = directions(d)
    collision = (np.eye(c.size) - w) / 0.5
    steady = np.linalg.lstsq(collision, 1.7 * c, rcond=None)[0]
    close(np.sum(w * 1.7 * c * steady), 1.7**2 * 0.5 / d, 1e-10)


def reduced(d, eta, spectral):
    """Average of x - eta with weight g (-f') times spectral(x)."""
    x, dx = energy_grid(eta)
    weight = x**(d / 2 - 1) * window(x - eta) * spectral(x) * dx
    return np.sum(weight * (x - eta)) / np.sum(weight)


def mott(d, eta, r):
    return reduced(d, eta, lambda x: x**(1 + r))


def dynamic(d, eta, r, q, omega):
    return reduced(d, eta, lambda x: shell_response(d, q, omega, np.sqrt(2 * x), x**r))


def eta_from_density(d, t):
    def excess(eta):
        x, dx = energy_grid(eta)
        return np.sum(x**(d / 2 - 1) * expit(eta - x) * dx) - 2 / d * t**(d / 2)
    return brentq(excess, -40, t + 10, xtol=1e-13)


def kelvin(d, t):
    """-(d mu/dT)/k at fixed density, by finite difference of the solved mu(T)."""
    step = 1e-3
    mu = lambda T: T * eta_from_density(d, t / T)
    return -(mu(1 + step) - mu(1 - step)) / (2 * step)


# ---------- example: inputs (material values are rough) ----------
hbar, e, kB, me = const.hbar, const.e, const.k, const.m_e
T, n3, mass, kappa = 77.0, 1e24, 0.067 * me, 12.9
width, barrier = 10e-9, 0.25 * e
kane, mobility, wavelength = 0.6 / e, 0.30, 10e-6
deform, stiffness, sound, phonon_path, E_opt = 7 * e, 1.4e11, 5e3, 5e-6, 0.036 * e
kF = (3 * np.pi**2 * n3)**(1 / 3)
EF, kT = (hbar * kF)**2 / (2 * mass), kB * T
t = EF / kT
unit = -kB / e * 1e6          # microvolt per kelvin, electrons

# ---------- limits, gap and parabolic-band laws ----------
table = {}
for d in (1, 2, 3):
    r = 1 - d / 2             # short-range defects: 1/tau proportional to g
    eta = eta_from_density(d, t)
    slow, fast, const_tau = kelvin(d, t), mott(d, eta, r), mott(d, eta, 0.0)
    table[d] = (eta, slow, fast, const_tau)
    close(dynamic(d, eta, r, 0.05, 1e-10), slow, 5e-4)
    close(dynamic(d, eta, r, 1e-5, 1e-3), fast, 2e-3)
    close(dynamic(d, eta, r, 1e-2, 1e3), const_tau, 4e-3)
    x, dx = energy_grid(eta)
    p = x**(d / 2 - 1) * window(x - eta) * dx
    p /= p.sum()
    D = x**(1 + r)
    covariance = np.sum(p * (D - np.sum(p * D)) * (x - np.sum(p * x)))
    close(fast - slow, covariance / np.sum(p * D), 1e-5)
    cold = 60.0
    cold_eta, scale = eta_from_density(d, cold), 3 * cold / np.pi**2
    close(scale * kelvin(d, cold), d / 2 - 1, 0.02)
    for power in (-0.5, 0.0, 0.5):
        close(scale * mott(d, cold_eta, power), d / 2 + power, 0.02)
        dilute_gap = mott(d, -12.0, power) - reduced(d, -12.0, np.ones_like)
        close(dilute_gap, 1 + power, 1e-4)
close(table[2][1], t / np.expm1(t) - np.log1p(-np.exp(-t)), 1e-5)
# energy-independent D (r = -1): no dependence on frequency across the crossover
close(dynamic(3, table[3][0], -1.0, 1e-3, 2e-6 / 3), table[3][1], 1e-3)

# ---------- crossover in bulk ----------
eta3, r3, qs = table[3][0], -0.5, 1e-3
DF = 2 * t**(1 + r3) / 3
crossover = []
for ratio in (0.01, 0.1, 1.0, 10.0, 100.0):
    om = ratio * DF * qs**2
    full = dynamic(3, eta3, r3, qs, om)
    diffusive = reduced(3, eta3, lambda x: (2 * x**(1 + r3) / 3 * qs**2)
                        / (2 * x**(1 + r3) / 3 * qs**2 - 1j * om))
    close(full, diffusive, 1e-3)
    crossover.append((ratio, full * unit))
tauF, vF = mobility * mass / e, hbar * kF / mass
diffusivity, path = vF**2 * tauF / 3, vF * tauF
f_cross = diffusivity * (2 * np.pi / wavelength)**2 / (2 * np.pi)

# ---------- neglected: screened charged donors in bulk ----------
x, dx = energy_grid(eta3)
dn_dmu3 = n3 / kT * np.sum(x**0.5 * window(x - eta3) * dx) \
    / np.sum(x**0.5 * expit(eta3 - x) * dx)
screen2 = e**2 * dn_dmu3 / (kappa * const.epsilon_0)
bF = 4 * kF**2 / screen2
ca, wa = np.polynomial.legendre.leggauss(64)


def angular(b):
    b = np.atleast_1d(b)[:, None]
    return np.sum(wa * (1 - ca) / (1 + b * (1 - ca) / 2)**2, axis=1)


log_part = np.log1p(bF) - bF / (1 + bF)
r_donor = 1.5 - (bF / (1 + bF))**2 / log_part
slope = np.log(angular(bF * 1.001) / angular(bF / 1.001))[0] / (2 * np.log(1.001))
close(r_donor, -0.5 - slope, 1e-4)
S_donor = reduced(3, eta3, lambda x: x**0.5 / angular(bF * x / t)) * unit

# ---------- neglected: second subband of a finite well (same mass in the barrier) ----------
z0 = np.sqrt(2 * mass * barrier) / hbar * width / 2
za = brentq(lambda z: z * np.sin(z) - np.sqrt(z0**2 - z * z) * np.cos(z), 1e-6, np.pi / 2)
zb = brentq(lambda z: z * np.cos(z) + np.sqrt(z0**2 - z * z) * np.sin(z),
            np.pi / 2, min(np.pi, z0))
E1, E2 = barrier * (za / z0)**2, barrier * (zb / z0)**2
eta2 = table[2][0]
x, dx = energy_grid(eta2)
y1, y2 = x - eta2, x + (E2 - E1) / kT - eta2
S_two = unit * np.sum((window(y1) * y1 + window(y2) * y2) * dx) \
    / np.sum((window(y1) + window(y2)) * dx)

# ---------- neglected: nonparabolic band, E(1 + kane E) = confinement + kinetic ----------
a = kane * EF
nonpar = {}
for d, s0 in ((1, 2 * E1 / EF), (2, E1 / EF), (3, 0.0)):
    slope_g = np.sqrt(1 + 4 * a * (s0 + 1))
    ck = (d / 2 - 1) * slope_g + 2 * a / slope_g
    cm = slope_g - 4 * a / slope_g
    energy = lambda s: (np.sqrt(1 + 4 * a * (s0 + s)) - 1) / (2 * a)
    dE = lambda s: (energy(s + 1e-3) - energy(s - 1e-3)) / 2e-3
    ln_g = lambda s: (d / 2 - 1) * np.log(s) - np.log(dE(s))
    ln_v2 = lambda s: np.log(s) + 2 * np.log(dE(s))
    span = energy(1.001) - energy(0.999)
    close(ck, (ln_g(1.001) - ln_g(0.999)) / span, 1e-4)
    close(cm, (ln_v2(1.001) - ln_v2(0.999)) / span, 1e-4)
    nonpar[d] = (ck, cm)

# ---------- neglected: phonons and interactions ----------
acoustic_rate = np.pi * deform**2 * kT * (1.5 * n3 / EF) / (hbar * stiffness)
mu_ac = e / (mass * acoustic_rate)
S_drag = -sound * phonon_path / (mu_ac * T) * 1e6
bohr = const.physical_constants['Bohr radius'][0] * kappa * me / mass
r_s = (3 / (4 * np.pi * n3))**(1 / 3) / bohr

# ---------- output ----------
print(f"Hubbard ring, k=1: cov {cluster_cov:.5f}, dS/dN {cluster_entropy:.5f}, "
      f"-dmu/dT {cluster_mu:.5f}")
print(f"Clean chain, k=1: slow {chain_slow:.4f}, fast {chain_fast:.4f}")
print(f"Inputs: T {T:.0f} K, n {n3*1e-6:.1e} cm^-3, mass {mass/me:.3f} m_e, kappa {kappa}")
print(f"Fermi energy {EF/e*1e3:.2f} meV, kT {kT/e*1e3:.3f} meV, E_F/kT {t:.3f}")
print(f"Same E_F: well {mass*EF/(np.pi*hbar**2)*1e-4:.3e} cm^-2, "
      f"wire {2*kF/np.pi*1e-2:.3e} cm^-1")
print(f"k_B/e {abs(unit):.3f} uV/K")
print(f"Leading unit (pi^2/3)(k/e)(kT/E_F) {abs(unit)*np.pi**2/(3*t):.2f} uV/K")
for d in (1, 2, 3):
    eta, slow, fast, ct = table[d]
    print(f"d={d}: mu/kT {eta:.4f}, r short-range {1-d/2:+.1f}")
    print(f"  Kelvin {slow*unit:+.3f} uV/K, leading order "
          f"{(d/2-1)*unit*np.pi**2/(3*t):+.3f} uV/K")
    print(f"  Mott short-range {fast*unit:+.2f}, constant tau {ct*unit:+.2f} uV/K")
print("Bulk crossover, short-range defects, factor exp(-i w t):")
for ratio, value in crossover:
    print(f"  w/(D_F q^2) {ratio:g}: Re S {value.real:+.2f}, Im S {value.imag:+.2f} uV/K")
print(f"Rough mobility {mobility*1e4:.0f} cm2/Vs: path {path*1e9:.1f} nm, "
      f"k_F path {kF*path:.1f}")
print(f"D_F {diffusivity*1e4:.1f} cm2/s, wavelength {wavelength*1e6:.0f} um, "
      f"crossover {f_cross*1e-9:.3f} GHz")
print("Neglected effects (rough material inputs):")
print(f"Charged donors: screening length {1e9/np.sqrt(screen2):.2f} nm, "
      f"r at E_F {r_donor:.3f}")
print(f"  Mott with charged donors, bulk {S_donor:+.2f} uV/K")
print(f"Well {width*1e9:.0f} nm, barrier {barrier/e:.2f} eV: E1 {E1/e*1e3:.1f}, "
      f"E2 {E2/e*1e3:.1f} meV")
print(f"  Kelvin in well with second subband {S_two:+.3f} uV/K")
print(f"Nonparabolicity {kane*e:.1f} /eV, coefficients of the leading unit:")
for d in (1, 2, 3):
    print(f"  d={d}: Kelvin {nonpar[d][0]:+.3f} (parabolic {d/2-1:+.1f}), "
          f"Mott {nonpar[d][1]:+.3f} (parabolic +1)")
print(f"Drag inputs: deformation {deform/e:.0f} eV, stiffness {stiffness*1e-9:.0f} GPa")
print(f"  sound {sound*1e-3:.0f} km/s, phonon path {phonon_path*1e6:.0f} um")
print(f"  acoustic mobility {mu_ac*1e4:.2e} cm2/Vs, drag {S_drag:+.1f} uV/K")
print(f"Optical phonon {E_opt/e*1e3:.0f} meV: occupation {1/np.expm1(E_opt/kT):.4f}")
print(f"Interaction parameter r_s (bulk) {r_s:.2f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Hubbard ring, k=1: cov 0.44902, dS/dN 0.44902, -dmu/dT 0.44902
Clean chain, k=1: slow -0.2344, fast 0.2533
Inputs: T 77 K, n 1.0e+18 cm^-3, mass 0.067 m_e, kappa 12.9
Fermi energy 54.42 meV, kT 6.635 meV, E_F/kT 8.202
Same E_F: well 1.523e+12 cm^-2, wire 1.969e+06 cm^-1
k_B/e 86.173 uV/K
Leading unit (pi^2/3)(k/e)(kT/E_F) 34.56 uV/K
d=1: mu/kT 8.3093, r short-range +0.5
  Kelvin +19.797 uV/K, leading order +17.282 uV/K
  Mott short-range -34.09, constant tau -17.73 uV/K
d=2: mu/kT 8.2020, r short-range +0.0
  Kelvin -0.217 uV/K, leading order -0.000 uV/K
  Mott short-range -34.53, constant tau -34.53 uV/K
d=3: mu/kT 8.0994, r short-range -0.5
  Kelvin -18.230 uV/K, leading order -17.282 uV/K
  Mott short-range -34.97, constant tau -51.01 uV/K
Bulk crossover, short-range defects, factor exp(-i w t):
  w/(D_F q^2) 0.01: Re S -18.23, Im S +0.18 uV/K
  w/(D_F q^2) 0.1: Re S -18.44, Im S +1.79 uV/K
  w/(D_F q^2) 1: Re S -27.00, Im S +8.17 uV/K
  w/(D_F q^2) 10: Re S -34.81, Im S +1.61 uV/K
  w/(D_F q^2) 100: Re S -34.97, Im S +0.16 uV/K
Rough mobility 3000 cm2/Vs: path 61.1 nm, k_F path 18.9
D_F 108.8 cm2/s, wavelength 10 um, crossover 0.684 GHz
Neglected effects (rough material inputs):
Charged donors: screening length 5.12 nm, r at E_F 0.946
  Mott with charged donors, bulk -80.88 uV/K
Well 10 nm, barrier 0.25 eV: E1 32.8, E2 125.9 meV
  Kelvin in well with second subband -1.933 uV/K
Nonparabolicity 0.6 /eV, coefficients of the leading unit:
  d=1: Kelvin -0.510 (parabolic -0.5), Mott +1.020 (parabolic +1)
  d=2: Kelvin +0.059 (parabolic +0.0), Mott +0.981 (parabolic +1)
  d=3: Kelvin +0.593 (parabolic +0.5), Mott +0.940 (parabolic +1)
Drag inputs: deformation 7 eV, stiffness 140 GPa
  sound 5 km/s, phonon path 5 um
  acoustic mobility 5.36e+05 cm2/Vs, drag -6.1 uV/K
Optical phonon 36 meV: occupation 0.0044
Interaction parameter r_s (bulk) 0.61
ALL CHECKS PASSED
```
